# Specular sawtooth walls can push wire conductivity below the Casimir value

Suppose a thermal model of a thin wire needs a worst-case conductivity. One choice is to make every wall diffuse and use the result, the Casimir value, as a floor. The same choice is made when a fit confines the wall specularity to the range from 0 to 1. If the walls carry a nearly regular relief, the floor may be too high and the predicted hot spot too cool. The counter-example below is a wire whose walls scatter no phonon diffusely, yet which, when much longer than its diameter, conducts about 19% less than a plain, ungrooved wire of the same core diameter with diffuse walls.

## The wire and what is computed

The wire is round, with core diameter $D$. Grooves run around it, cut outward from the core, so that $D$ is measured between opposite tooth tips. Each groove has two flat facets at 45 degrees to the axis, which meet at a right angle. The pitch $p$ is much smaller than $D$. Phonons are rays of fixed speed $v$, reflected specularly by the facets, with no scattering in the bulk. The diffuse wire used for comparison is a plain cylinder of diameter $D$ without grooves, and both conductivities refer to the core cross-section.

At the wall, let $a$, $b$ and $c$ be the magnitudes of the axial, normal and tangential components of the unit direction vector, so $a^2+b^2+c^2=1$. Seen along the axis, a flight is a chord of a circle. It makes an angle $\psi$ with the radius, where $\cos\psi=b/\sqrt{b^2+c^2}$, and its projected length is $D\cos\psi$. Dividing by the transverse part $\sqrt{b^2+c^2}$ of the unit vector gives the path length $\ell$, and multiplying by $a$ gives the axial step $d$:

$$\ell=\frac{Db}{b^2+c^2},\qquad d=\frac{Dab}{1-a^2}.$$

A chord meets the circle at the same angle at both ends, so $a,b,c$ are unchanged on arrival.

In equilibrium, rays leave the wall with probability $b\,d\Omega/\pi$ over the hemisphere; angle brackets denote this flux average. With $\theta$ measured from the axis and $b=\sin\theta\cos\varphi$, the mean path is

$$\langle\ell\rangle=\frac D\pi\int_0^\pi\sin\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=\frac D\pi\cdot2\cdot\frac\pi2=D.$$

Energy carried by wandering phonons diffuses with coefficient $\mathcal D$, and $\kappa=C\mathcal D$ for heat capacity $C$ per volume. Writing $\kappa=Cv\Lambda/3$ defines the mean free path $\Lambda=3\mathcal D/v$. Let the squared axial displacement grow by $\sigma^2$ per flight. A class of rays with mean flight time $\tau$ has coefficient $\sigma^2/2\tau$ and holds energy in proportion to its wall flux times $\tau$. The times cancel in the numerator of the energy average, which leaves $\mathcal D=\langle\sigma^2\rangle/(2\langle\ell\rangle/v)$, so

$$\Lambda=\frac{3}{2D}\langle\sigma^2\rangle .$$

For diffuse walls, successive steps are independent and have zero mean, so $\langle\sigma^2\rangle=\langle d^2\rangle$. Since $d=D\cos\theta\cos\varphi/\sin\theta$,

$$\langle d^2\rangle=\frac{D^2}{\pi}\int_0^\pi\cos^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi=\frac{D^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2D^2}{3},$$

and $\Lambda=D$. This is the Casimir value.

## What a right-angle groove does to a ray

Because $p\ll D$, the wall is locally straight, and a groove acts in the plane of axis and normal while $c$ is conserved. Put the tips at $(0,0)$ and $(p,0)$ and the valley at $(p/2,-p/2)$. A ray enters with velocity $(a,-b)$; rays moving the other way follow by mirror symmetry. The left facet maps $(v_x,v_y)$ to $(-v_y,-v_x)$, and the right facet maps it to $(v_y,v_x)$.

- Right facet alone: $(a,-b)\to(-b,a)$.
- Both facets, in either order: $(a,-b)\to(-a,b)$.

In each case the axial velocity changes sign. There is no third bounce, because the final velocity recedes from the facet not just hit: from the right facet since $-a-b<0$, and from the left since $a-b<0$. The latter holds because a ray can strike the left facet first only if $b>a$.

A ray that bounces once has its axial and normal components exchanged. To find how often this happens, let it hit the right facet at $(p-s',-s')$. If $a\ge b$, the outgoing ray $(-b,a)$ is at least as steep as the left facet and misses it, so there is one bounce. If $a<b$, set $t=a/b$. The ray clears the left tip if $(p-s')t\ge s'$, that is, if $s'\le pt/(1+t)$. Traced back, it entered the mouth at $p-(1+t)s'$, so the favourable entry points fill a length $pt$. For uniformly distributed entry points,

$$P(\text{one bounce})=\min(1,a/b).$$

Rays traced against explicit facets gave 0.3000, 0.7000 and 1.0000 for $a/b=0.3$, 0.7 and 2.0, and all of them were reversed.

From here on $a<b$, and the two partner directions are called steep (axial $a$, normal $b$) and grazing (axial $b$, normal $a$). The exchange is balanced: the flux from steep to grazing is $b\cdot t=a$, and the return flux is $a\cdot1$.

One hit can be summarized by an effective specularity $P_1=\langle v_xv_x'\rangle/\langle v_x^2\rangle$, which is 1 for a flat mirror and 0 for a diffuse wall. For one pair of directions, the flux-weighted numerator is

$$-b\,[(1-t)a^2+t\,ab]-a\,(ab)=-(3a^2b-a^3),$$

and the denominator is $ba^2+ab^2$. Put $a=\rho\sin\alpha$, $b=\rho\cos\alpha$ with $\rho^2=1-c^2$, and integrate over $0<\alpha<\pi/4$. The factors of $\rho$ cancel, and

$$\int3\sin^2\!\alpha\cos\alpha\,d\alpha=\frac{\sqrt2}{4},\qquad\int\sin^3\!\alpha\,d\alpha=\frac23-\frac{5\sqrt2}{12}.$$

Their difference is $\frac23(\sqrt2-1)$. The denominator integrates to $\frac{\sqrt2}{12}+\frac13\left(1-\frac{\sqrt2}{4}\right)=\frac13$. Therefore

$$P_1=-2(\sqrt2-1)\approx-0.828 .$$

The traced value is $-0.8283$. A range from 0 to 1 excludes this wall. One hit does not settle the conductivity, however, because the next hit reverses the ray again.

## Many hits: the counter-example completed

The landing point within a groove is taken as random at each visit. One way to obtain this is teeth whose facet angles are slightly unequal. If a facet is tilted by a small angle $\epsilon$, the reflected ray turns by $2\epsilon$ and its next landing point moves by about $2\epsilon D$. The assumption holds when this shift is much larger than $p$ while $\epsilon$ remains small, so the groove law is barely changed.

For given $c$, a ray then alternates at random between its two partner directions, with steps

$$d_S=\frac{Dab}{1-a^2},\qquad d_G=\frac{Dab}{1-b^2}.$$

The flux weights are $1/(1+t)$ for steep and $t/(1+t)$ for grazing. The mean $m$ and variance $V$ of the step length are

$$m=\frac{d_S+t\,d_G}{1+t},\qquad V=\frac{t}{(1+t)^2}(d_G-d_S)^2 .$$

The transition probabilities are $1-t$ (steep to steep), $t$ (steep to grazing) and 1 (grazing to steep). The transition matrix has trace $1-t$ and one eigenvalue 1, so the other is $-t$. With two states, any deviation from the mean belongs to that second eigenvalue, and the covariance of step lengths $k$ flights apart is $V(-t)^k$.

The signed steps are $x_n=\pm(-1)^nd_n$, since every visit reverses the axial motion. The constant part $m$ cancels in pairs and adds no growth. The fluctuating part acquires a further factor $(-1)^k$, which turns $(-t)^k$ into $t^k$:

$$\sigma^2=V\Big(1+2\sum_{k\ge1}t^k\Big)=V\,\frac{1+t}{1-t}=\frac{ab}{b^2-a^2}(d_G-d_S)^2 .$$

The last form uses $t/(1-t^2)=ab/(b^2-a^2)$. Inserting

$$d_G-d_S=\frac{Dab(b^2-a^2)}{(1-a^2)(1-b^2)}$$

gives

$$\sigma^2=\frac{D^2a^3b^3(b^2-a^2)}{[(1-a^2)(1-b^2)]^2}.$$

For the flux average, the solid angle element is $dc\,d\alpha$. The signs of the axial and tangential components give four equal parts, and each pair carries weight $a+b$:

$$\langle\sigma^2\rangle=\frac4\pi\int_0^1dc\int_0^{\pi/4}d\alpha\,(a+b)\,\sigma^2 .$$

Let $q=\sin\alpha\cos\alpha$. Then $ab=\rho^2q$, $a+b=\rho\sqrt{1+2q}$, $(b^2-a^2)\,d\alpha=\rho^2dq$, and $(1-a^2)(1-b^2)=1-\rho^2+\rho^4q^2=c^2+\rho^4q^2$. Collecting powers of $\rho$,

$$\frac{\Lambda}{D}=\frac6\pi\int_0^{1/2}dq\,\sqrt{1+2q}\;K(q),\qquad K(q)=\int_0^1\frac{q^3\rho^9\,dc}{(c^2+\rho^4q^2)^2}.$$

An upper bound follows without numerical work. Set $w=c/\rho^2=c/(1-c^2)$. The integrand becomes $q^3\rho/(w^2+q^2)^2$, with $\rho\le1$. Also $dw/dc=(1+c^2)/(1-c^2)^2\ge1$, so $dc\le dw$. Hence

$$K(q)<q^3\int_0^\infty\frac{dw}{(w^2+q^2)^2}=\frac\pi4 .$$

Since $\int_0^{1/2}\sqrt{1+2q}\,dq=(2\sqrt2-1)/3$,

$$\frac\Lambda D<\frac6\pi\cdot\frac\pi4\cdot\frac{2\sqrt2-1}{3}=\sqrt2-\frac12\approx0.914 .$$

The sawtooth wire therefore lies below the Casimir value. Numerical integration gives $\Lambda=0.812\,D$. This is the limit of a wire much longer than $D$: between black end faces, the flux transmitted by the sawtooth wire is about 0.58, 0.70 and 0.75 of that of the diffuse wire for lengths $2D$, $10D$ and $30D$. A ray walk in which the landing point was carried along deterministically, with slightly unequal teeth redrawn at each visit, gave 0.811 after 80 flights; with true conical facets at $p/D=10^{-4}$ and each tooth fixed once, the value is $0.81\pm0.02$. The agreement is good to a few hundredths, not to three digits. The two-state formula cut off at 80 flights gives 0.802, and because rare long flights dominate the squared steps, repeated random-landing walks of the same size gave 0.79 to 0.82 in five runs and 1.08 in a sixth.

The irregularity matters. With identical teeth, the same walk gave apparent values of 2.1 after 40 flights and 3.3 after 80. These exceed the Casimir value and are still rising, so they are not a settled conductivity. The random-landing assumption does not hold there, and the cause of the rise was not investigated. Perfectly regular teeth are thus no safe recipe for low conduction. Unequal widths alone do not restore the assumption either. With exact 45-degree facets and tips fixed at random offsets, a walk gave 1.39, 1.32 and 1.14 after 40, 80 and 160 flights for offsets up to 5% of the pitch, and 0.68, 0.54 and 0.39 for offsets up to 20%; neither had settled.

## The correct general statement

Consider a round wire without bulk scattering, whose walls preserve the equilibrium flux and whose relief is small compared with $D$. Let $C_k=\langle x_0x_k\rangle$ be the correlation of signed axial steps $k$ flights apart. Whenever the limit exists,

$$\Lambda=D+\frac3D\lim_{N\to\infty}\sum_{k=1}^{N-1}\Big(1-\frac kN\Big)C_k .$$

The diffuse wall is the case without memory. A wall conducts less than the Casimir value if and only if the weighted sum of its step correlations is negative.

**Proof.** Squaring $X_N=x_0+\dots+x_{N-1}$ produces $N$ diagonal terms and, for each separation $k$, $2(N-k)$ cross terms. In a stationary flux their averages depend on $k$ alone, so

$$\frac{\langle X_N^2\rangle}{N}=C_0+2\sum_{k=1}^{N-1}\Big(1-\frac kN\Big)C_k .$$

Multiply by $3/(2D)$. The first term is $C_0=\langle d^2\rangle=2D^2/3$, whatever the wall, because it depends on the equilibrium flux and the chord alone. It contributes $D$, and the remainder is the stated sum. For a diffuse wall, $x_k$ with $k\ge1$ has zero mean independently of $x_0$, so every $C_k$ in the sum vanishes. $\square$

Two idealized walls mark the range. A smooth mirror repeats each step, so all $C_k$ equal $C_0$ and $\Lambda$ diverges. A wall that reversed the axial component and left $b$ and $c$ unchanged would make the steps alternate at fixed length. The displacement would stay bounded and $\Lambda$ would be zero. The general lower bound in this ray model is therefore zero. The sawtooth stays well above it because single bounces exchange long and short steps.

## Partly specular teeth

Suppose a fraction $s$ of tooth visits stays specular, and the other rays leave the groove mouth with the diffuse distribution, with no memory of their arrival. This is a simplification and is not the same as diffuse scattering at the tilted facets, which keeps a backward bias (see the last section). A correlation over $k$ visits survives with probability $s^k$, so

$$\sigma^2(s)=m^2+V+2\sum_{k\ge1}(-s)^k\big[m^2+V(-t)^k\big].$$

Summing the two geometric series,

$$\sigma^2(s)=m^2\,\frac{1-s}{1+s}+V\,\frac{1+st}{1-st}.$$

The second derivatives of the two fractions are $4/(1+s)^3$ and $4t^2/(1-st)^3$, both positive. So $\Lambda(s)$ is convex and lies on or below its chord:

$$\Lambda(s)\le(1-s)D+s\Lambda(1)<D\qquad(0<s\le1).$$

Any specular share, however small, puts this wire below the Casimir value. The dependence is not monotonic: $\Lambda/D$ is 0.839, 0.763 and 0.750 at $s=0.25$, 0.5 and 0.75, and reaches a minimum of 0.748 near $s=0.68$. Greater specularity suppresses the $m^2$ term, because equal steps cancel more completely, but it raises the $V$ term, because differences between long and short steps add up for longer. A ray walk at $s=0.5$ gave 0.774, within 2% of the formula.

## Why the result does not carry over to every film

Between flat parallel walls a distance $h$ apart, with the same teeth across the heat flow, the steps are $d_S=ha/b$ and $d_G=hb/a$. The path is $h/b$, with flux average $2h$, so $\Lambda=3\langle\sigma^2\rangle/(4h)$. For one pair, the sawtooth contribution minus the diffuse one is

$$h^2\,\frac{(a+b)(b^2-a^2)-(a^3+b^3)}{ab}=h^2\,\frac{(b-2a)(a+b)}{b}.$$

Each part alone diverges logarithmically as $\alpha\to0$, from long grazing flights, but the difference is finite when both are cut off at the same $\alpha$. It equals $h^2\rho\,(\cos\alpha-\sin\alpha-2\sin^2\!\alpha/\cos\alpha)$. With $\int_0^1\rho\,dc=\pi/4$,

$$\Lambda_{\rm saw}-\Lambda_{\rm diff}=\frac{3h}{4}\big[2\sqrt2-1-2\ln(1+\sqrt2)\big]\approx+0.049\,h .$$

In this film, without bulk scattering, the sawtooth conducts slightly more than the diffuse wall, although each single hit scatters backward. The limit is reached slowly: with a finite bulk mean free path the difference is about $-0.17\,h$ at $10\,h$, changes sign near $100\,h$, and is about $+0.04\,h$ at $1000\,h$. A negative $P_1$ does not by itself decide the sign of the summed correlations.

## A silicon-like wire at 10 K

Take $D=5000$ nm, $p=200$ nm, facet roughness 0.2 nm, and rough sound speeds of 8900 m/s (longitudinal) and 5400 m/s (both transverse branches). With $\hbar=k_B=1$, the heat capacity of a branch with linear dispersion is

$$C_j=\frac{T^3}{2\pi^2v_j^3}\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}=\frac{2\pi^2T^3}{15v_j^3}.$$

In SI units the sum is about 576 J/(m³ K). Weighting by $v_j^{-3}$ gives a mean speed of about 5750 m/s, so

$$\kappa_{\rm Casimir}=\tfrac13(576)(5750)(5.0\times10^{-6})\approx5.5\ \text{W/(m K)},$$

$$\kappa_{\rm saw}=0.81\times5.5\approx4.5\ \text{W/(m K)}.$$

**Finite teeth.** Here $p/D=0.04$ is not very small. With each valley displaced at random by up to 10 nm along each axis, the ray walk gave 0.775 in place of 0.812. That walk keeps the wall locally flat, redraws each valley at every visit and changes pitch and irregularity together, so the shift cannot be assigned to the pitch alone; it is also little larger than the bias and scatter of an 80-flight walk. With true conical facets and each valley fixed once, the value is $0.78\pm0.02$. The transverse wavelength at the peak of the heat spectrum is 6.8 nm, so the diffraction angle is of order $6.8/200=0.034$ rad. Across the wire this spreads a ray by about 170 nm, comparable with the pitch; its effect on $\Lambda$ was not computed.

**Memory loss.** The normal-incidence factor $\exp(-16\pi^2\eta^2/\lambda^2)$, with roughness $\eta$ and wavelength $\lambda$, gives a specularity of 0.871 per facet at the peak wavelength; averaged over the heat spectrum it is about 0.81, or about 0.90 when oblique incidence is included. Reflection also converts longitudinal into transverse waves and back, which changes speed and angle. For a free isotropic surface the flux-averaged conversion is 0.789 for longitudinal waves and 0.291 for transverse waves polarized in the plane of incidence. With 15.5% of the heat flow longitudinal and half of the rest so polarized, the average is $0.155\times0.789+0.422\times0.291\approx0.245$. Count each conversion as complete loss of memory, charge two facets per visit, and include a survival of 0.995 against bulk scattering over one diameter, for an assumed bulk mean free path of $10^6$ nm:

$$s\approx(0.871\times0.755)^2\times0.995\approx0.43 .$$

This gives $\Lambda\approx0.78\,D$ and $\kappa\approx4.3$ W/(m K), below the ideal sawtooth value because of the minimum in $\Lambda(s)$. Two facets per visit is an overcount: the flux-averaged number of hits is $\sqrt2$, the facet length over the mouth width, and grazing arrivals hit only one facet. Charging each actual hit, with re-emission from the mouth weighted to keep the equilibrium flux, gives about $0.75\,D$ in place of $0.78\,D$. Charging bulk scattering once per diameter understates it, because long flights carry much of $\Lambda$: followed along each flight, it gives about $0.77\,D$ and 4.2 W/(m K), and it lowers the plain diffuse wire to about $0.99\,D$. The figure assumes diffuse emission from the groove mouth. If memory is instead lost at the facets, with diffuse re-emission about the facet normal and the same factor $0.871\times0.755$ per facet, ray tracing gives about $0.67\,D$, or 3.7 W/(m K). It is an estimate and not a bound, since a converted wave keeps some memory of its direction. Ray tracing with perfectly smooth facets and the actual free-surface conversion between longitudinal and transverse waves gives about $0.73\,D$, uncertain by about $0.03\,D$. Elastic anisotropy is also left out; in silicon the two transverse speeds along [110] differ by a factor of about 1.25. With the cubic elastic constants of silicon, the Casimir value of the plain wire itself is about 9.5, 6.7 and 5.5 W/(m K) for an axis along [100], [110] and [111]; these values shift by up to about 0.06 with the direction mesh and the choice of elastic constants. This spread is much larger than the 19% effect, and the groove law was not examined for an anisotropic crystal.

**Real devices.** The example is a cold, wide wire with very smooth facets, and its specular mechanism does not carry over to room temperature. There the linear dispersion used above fails: it would put the heat peak at a wavelength of about 0.23 nm, shorter than any phonon wavelength in silicon. Even for a wavelength of 1 nm, a roughness of 0.2 nm gives a specularity of only $e^{-6.3}\approx0.002$ per facet. Even at 10 K, a roughness of 2 nm multiplies the exponent by 100, from 0.138 to 13.8, and the specularity at the peak wavelength and normal incidence falls to about $10^{-6}$; averaged over the heat spectrum and the angle of incidence it is about 0.1. The wall factor does not thereby return to 1. A rough facet re-emits diffusely about its own tilted normal, and a ray meets the facet that faces it more often than the other, so a backward bias remains: ray tracing with fully diffuse facets gives $\Lambda\approx0.72\,D$, again below the Casimir value of the plain wire. At 300 K bulk scattering must be added as well. The value 0.81 derived here requires a single isotropic ray speed without mode conversion, which a real elastic solid does not provide, wavelengths much longer than the facet roughness and much shorter than the pitch, weak bulk scattering, a wire much longer than its diameter, and landing points randomized from visit to visit, here by irregular facet angles. Conduction below the Casimir value as such does not require smooth facets.

## Table of computed values

```
GROOVE AND WIRE, IDEAL MODEL
one-bounce share at a/b = 0.3: 0.3000
one-bounce share at a/b = 0.7: 0.7000
one-bounce share at a/b = 2.0: 1.0000
effective specularity, traced: -0.8283
effective specularity, formula: -0.8284
mfp/D, diffuse walls: 1.0000
mfp/D, sawtooth, two-state formula: 0.8118
mfp/D, sawtooth, reduced integral: 0.8118
mfp/D, sawtooth, ray walk 40 flights: 0.822
mfp/D, sawtooth, ray walk 80 flights: 0.811
mfp/D at s = 0.25: 0.8392
mfp/D at s = 0.5: 0.7634
mfp/D at s = 0.75: 0.7502
mfp/D at s = 0.5, ray walk: 0.774
lowest mfp/D: 0.7478 at s = 0.680
identical teeth, mfp/D, 40 flights: 2.108
identical teeth, mfp/D, 80 flights: 3.270
film, (sawtooth - diffuse) mfp/h: 0.0493
EXAMPLE, SILICON-LIKE WIRE (rough inputs)
core diameter: 5000 nm
tooth pitch: 200 nm
facet roughness: 0.2 nm
temperature: 10 K
longitudinal speed: 8900 m/s
transverse speed: 5400 m/s
bulk mean free path: 1000000 nm
heat capacity: 575.7 J/(m^3 K)
Casimir conductivity: 5.518 W/(m K)
ideal sawtooth conductivity: 4.480 W/(m K)
ideal sawtooth mean free path: 4059 nm
NEGLECTED EFFECTS, SIZED
valley displacement, up to: 10 nm
mfp/D with finite pitch, 40 flights: 0.771
mfp/D with finite pitch, 80 flights: 0.775
transverse wavelength at heat peak: 6.77 nm
diffraction angle scale: 0.0338 rad
facet specularity from roughness: 0.871
longitudinal share of heat flow: 0.155
mode conversion, longitudinal in: 0.789
mode conversion, in-plane transverse in: 0.291
mode conversion, heat-weighted: 0.245
bulk survival over one diameter: 0.9950
pessimistic s: 0.430
mfp/D at that s: 0.7778
conductivity at that s: 4.292 W/(m K)
ratio of transverse speeds along [110]: 1.252
scaled wavelength at 300 K: 0.226 nm
facet specularity at 300 K: 1.2e-54
```
